# Multigrid for the Singular Periodic Poisson System with Weighted Jacobi Smoothing: test program

```python
# RESULT UNDER TEST
# The periodic Poisson system A phi = 4 pi rho (A = 7-point form of minus the
# Laplacian) is singular. Removing the mean of the right-hand side and of phi
# makes it uniquely solvable, and multigrid solves it. The best weighted-Jacobi
# smoother in three dimensions has weight 6/7 and smoothing factor 5/7.
# Symbols: L cell side, n points per side, h = L/n spacing, Q total charge,
# sigma Gaussian width, G reciprocal vectors. Hartree atomic units.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BEST_WEIGHT = 6.0 / 7.0
L, Q, SIGMA = 10.0, 1.0, 1.0
VOLUME = L**3
rng = np.random.default_rng(7)


def minus_laplacian(u, h):
    result = 6.0 * u
    for axis in range(3):
        result -= np.roll(u, 1, axis)
        result -= np.roll(u, -1, axis)
    return result / h**2


def jacobi(u, f, h, weight=BEST_WEIGHT):
    return u + weight * h**2 / 6.0 * (f - minus_laplacian(u, h))


def restrict(r):
    for axis in range(3):
        r = 0.5 * r + 0.25 * (np.roll(r, 1, axis) + np.roll(r, -1, axis))
        r = np.take(r, np.arange(0, r.shape[axis], 2), axis=axis)
    return r


def prolong(e):
    for axis in range(3):
        middle = 0.5 * (e + np.roll(e, -1, axis))
        shape = list(e.shape)
        shape[axis] *= 2
        e = np.stack((e, middle), axis=axis + 1).reshape(shape)
    return e


pseudoinverses = {}


def coarse_solve(f, h):
    n = f.shape[0]
    if n not in pseudoinverses:
        units = np.eye(n**3).reshape(n**3, n, n, n)
        matrix = np.array([minus_laplacian(u, 1.0).ravel() for u in units])
        pseudoinverses[n] = np.linalg.pinv(matrix, rcond=1e-10, hermitian=True)
    return h**2 * (pseudoinverses[n] @ f.ravel()).reshape(f.shape)


def v_cycle(u, f, h, coarsest=2, weight=BEST_WEIGHT):
    # One sweep before and one after the coarse correction.
    if u.shape[0] == coarsest:
        return coarse_solve(f, h)
    u = jacobi(u, f, h, weight)
    coarse_f = restrict(f - minus_laplacian(u, h))
    coarse_e = v_cycle(np.zeros_like(coarse_f), coarse_f, 2 * h, coarsest, weight)
    return jacobi(u + prolong(coarse_e), f, h, weight)


def solve(f, h, tolerance=1e-10):
    f = f - f.mean()
    u = np.zeros_like(f)
    for cycle in range(1, 101):
        u = v_cycle(u, f, h)
        u -= u.mean()
        residual = np.linalg.norm(f - minus_laplacian(u, h)) / np.linalg.norm(f)
        if residual < tolerance:
            return u, cycle, residual
    raise AssertionError("multigrid did not converge")


# Smoothing factor from the impulse response of one actual sweep.
def smoothing_factor(weight, spacings, n=8):
    dimension = len(spacings)
    impulse = np.zeros((n,) * dimension)
    impulse[(0,) * dimension] = 1.0
    applied = np.zeros_like(impulse)
    for axis, spacing in enumerate(spacings):
        applied += (2 * impulse - np.roll(impulse, 1, axis)
                    - np.roll(impulse, -1, axis)) / spacing**2
    diagonal = applied[(0,) * dimension]
    damping = np.abs(np.fft.fftn(impulse - weight * applied / diagonal))
    index = np.abs(np.rint(np.fft.fftfreq(n) * n))
    grids = np.meshgrid(*([index] * dimension), indexing="ij")
    high = np.max(np.array(grids), axis=0) >= n / 4
    return damping[high].max()


def optimum(spacings):
    found = minimize_scalar(lambda w: smoothing_factor(w, spacings),
                            bounds=(0.1, 1.5), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, found.fun


print("Smoothing: numerical minimization over the weight (no unit)")
cases = [("1D equal spacing", (1.0,)), ("2D equal spacing", (1.0, 1.0)),
         ("3D equal spacing", (1.0, 1.0, 1.0)),
         ("3D spacing ratio 1:1:2", (1.0, 1.0, 2.0))]
for name, spacings in cases:
    inverse_squares = np.array(spacings)**-2
    share = inverse_squares.min() / inverse_squares.sum()
    weight, factor = optimum(spacings)
    assert abs(weight - 2 / (2 + share)) < 1e-6
    assert abs(factor - (2 - share) / (2 + share)) < 1e-6
    print(f"  {name}: weight {weight:.6f}, factor {factor:.6f}")
    if name == "3D equal spacing":
        assert abs(weight - 6 / 7) < 1e-6 and abs(factor - 5 / 7) < 1e-6
unweighted = smoothing_factor(1.0, (1.0, 1.0, 1.0))
assert abs(unweighted - 1) < 1e-12
print(f"  3D unweighted Jacobi: factor {unweighted:.6f}")

# Transfers: adjointness and conservation of the mean.
fine = rng.normal(size=(16, 16, 16))
coarse = rng.normal(size=(8, 8, 8))
assert abs(8 * np.sum(restrict(fine) * coarse) - np.sum(fine * prolong(coarse))) < 1e-10
assert abs(restrict(fine).mean() - fine.mean()) < 1e-13
assert abs(prolong(coarse).mean() - coarse.mean()) < 1e-13
assert abs(minus_laplacian(fine, 1.0).mean()) < 1e-13

# The checkerboard is invisible to the coarse grid.
parity = np.indices((16, 16, 16)).sum(axis=0) % 2
checkerboard = 1.0 - 2.0 * parity
zero = np.zeros_like(checkerboard)
after = v_cycle(checkerboard, zero, 1.0)
checker_factor = np.mean(after * checkerboard)
assert np.max(np.abs(restrict(checkerboard))) < 1e-14
assert np.max(np.abs(after - (5 / 7)**2 * checkerboard)) < 1e-12
stalled = v_cycle(checkerboard, zero, 1.0, weight=1.0)
assert np.max(np.abs(stalled - checkerboard)) < 1e-12
print("Cycle with one sweep before and one after (factors, no unit)")
print(f"  checkerboard factor per cycle: {checker_factor:.6f}")
print(f"  same with weight 1: {np.mean(stalled * checkerboard):.6f}")

# Entire two-grid error operator on an 8^3 grid, constants projected out.
columns = []
for unit in np.eye(512).reshape(512, 8, 8, 8):
    error = v_cycle(unit, np.zeros((8, 8, 8)), 1.0, coarsest=4)
    columns.append((error - error.mean()).ravel())
two_grid_radius = np.abs(np.linalg.eigvals(np.array(columns).T)).max()
assert (5 / 7)**2 - 1e-6 < two_grid_radius < 1
print(f"  two-grid spectral radius, 8^3 grid: {two_grid_radius:.6f}")

# Late convergence of the V-cycle from a random mean-free error.
late_factors = []
for n in (16, 32, 64):
    error = rng.normal(size=(n, n, n))
    error -= error.mean()
    norms = []
    for cycle in range(30):
        error = v_cycle(error, np.zeros_like(error), L / n)
        error -= error.mean()
        norms.append(np.linalg.norm(minus_laplacian(error, L / n)))
    late_factors.append((norms[-1] / norms[-6])**0.2)
    print(f"  V-cycle residual factor, cycles 26-30, {n}^3: {late_factors[-1]:.4f}")
assert max(late_factors) < 0.7
assert max(late_factors) - min(late_factors) < 0.05

# Slowest non-constant mode under Jacobi alone.
n = 64
wave = np.cos(2 * np.pi * np.arange(n) / n)[:, None, None] * np.ones((n, n, n))
swept = jacobi(wave, np.zeros_like(wave), L / n)
slow_factor = np.sum(swept * wave) / np.sum(wave**2)
assert np.max(np.abs(swept - slow_factor * wave)) < 1e-12
assert abs(slow_factor - (1 - 2 / 7 * (1 - np.cos(2 * np.pi / n)))) < 1e-12
sweeps = int(np.ceil(np.log(1e-10) / np.log(slow_factor)))
print(f"  Jacobi alone, slowest mode, 64^3: {slow_factor:.6f} per sweep")
print(f"  Jacobi sweeps to reduce that mode by 1e-10: {sweeps}")


def gaussian_density(n):
    x = np.arange(n) * L / n
    line = sum(np.exp(-(x - image * L)**2 / (2 * SIGMA**2))
               for image in range(-3, 4)) / np.sqrt(2 * np.pi * SIGMA**2)
    return Q * line[:, None, None] * line[None, :, None] * line[None, None, :]


# Continuum reference by explicit reciprocal-space sums without G = 0.
integers = np.array([v for v in itertools.product(range(-14, 15), repeat=3) if any(v)])
G = 2 * np.pi / L * integers
G2 = np.sum(G**2, axis=1)
energy_exact = 2 * np.pi * Q**2 / VOLUME * np.sum(np.exp(-G2 * SIGMA**2) / G2)
centre_exact = 4 * np.pi * Q / VOLUME * np.sum(np.exp(-G2 * SIGMA**2 / 2) / G2)
error_coefficient = 2 * np.pi * Q**2 / VOLUME * np.sum(
    np.exp(-G2 * SIGMA**2) * np.sum(G**4, axis=1) / (12 * G2**2))

print("Gaussian charge in a neutralizing background")
print(f"  L = {L:.1f} bohr, sigma = {SIGMA:.1f} bohr, Q = {Q:.1f} e")
print(f"  background density: {-Q / VOLUME:.6f} e/bohr^3")
print(f"  continuum energy: {energy_exact:.8f} hartree = {energy_exact * HARTREE_EV:.5f} eV")
print(f"  continuum potential at the centre: {centre_exact:.8f} hartree/e")
energy_errors = []
for n in (16, 32, 64):
    h = L / n
    density = gaussian_density(n)
    assert abs(density.sum() * h**3 - Q) < 1e-10
    potential, cycles, residual = solve(4 * np.pi * density, h)
    # Direct solution of the same discrete equations.
    impulse = np.zeros((n, n, n))
    impulse[0, 0, 0] = 1.0
    eigenvalues = np.fft.fftn(minus_laplacian(impulse, h)).real
    eigenvalues[0, 0, 0] = 1.0
    transformed = np.fft.fftn(4 * np.pi * density) / eigenvalues
    transformed[0, 0, 0] = 0.0
    direct = np.fft.ifftn(transformed).real
    difference = np.max(np.abs(potential - direct))
    assert difference < 1e-8
    energy = 0.5 * h**3 * np.sum(density * potential)
    energy_errors.append(energy - energy_exact)
    print(f"  {n}^3: h = {h:.5f} bohr, cycles {cycles}, relative residual {residual:.1e}")
    print(f"    energy {energy:.8f} hartree, error {energy_errors[-1]:.3e} hartree")
    print(f"    centre potential {potential[0, 0, 0]:.8f} hartree/e")
    print(f"    largest difference from direct solution {difference:.1e} hartree/e")
error_ratio = energy_errors[1] / energy_errors[2]
measured_coefficient = energy_errors[2] / (L / 64)**2
assert abs(error_ratio - 4) < 0.1
assert abs(measured_coefficient / error_coefficient - 1) < 0.02
print(f"  energy-error ratio, 32^3 to 64^3: {error_ratio:.4f}")
print(f"  error/h^2: measured {measured_coefficient:.6f}, "
      f"predicted {error_coefficient:.6f} hartree/bohr^2")

# The charged right-hand side without projection.
n, h = 32, L / 32
source = 4 * np.pi * gaussian_density(n)
potential = np.zeros_like(source)
means = []
for cycle in range(50):
    potential = v_cycle(potential, source, h)
    means.append(potential.mean())
remaining = source - minus_laplacian(potential, h)
drift = means[-1] - means[-2]
smoothed_spacings = np.array([L / points for points in (32, 16, 8, 4)])
predicted_drift = source.mean() * BEST_WEIGHT * 2 / 6 * np.sum(smoothed_spacings**2)
assert np.max(np.abs(remaining - source.mean())) < 1e-8
assert np.allclose(np.diff(means), predicted_drift, rtol=1e-9, atol=1e-12)
print("Without projection, 32^3 grid")
print(f"  residual stalls at the constant {remaining.mean():.8f} hartree/(e bohr^2)")
print(f"  mean potential grows per cycle by {drift:.8f} hartree/e")
print(f"  predicted growth per cycle: {predicted_drift:.8f} hartree/e")
print(f"  mean potential after 50 cycles: {means[-1]:.6f} hartree/e")

print("no test failed")
```

Printed output:

```
Smoothing: numerical minimization over the weight (no unit)
  1D equal spacing: weight 0.666667, factor 0.333333
  2D equal spacing: weight 0.800000, factor 0.600000
  3D equal spacing: weight 0.857143, factor 0.714286
  3D spacing ratio 1:1:2: weight 0.947368, factor 0.894737
  3D unweighted Jacobi: factor 1.000000
Cycle with one sweep before and one after (factors, no unit)
  checkerboard factor per cycle: 0.510204
  same with weight 1: 1.000000
  two-grid spectral radius, 8^3 grid: 0.510204
  V-cycle residual factor, cycles 26-30, 16^3: 0.4975
  V-cycle residual factor, cycles 26-30, 32^3: 0.4948
  V-cycle residual factor, cycles 26-30, 64^3: 0.4949
  Jacobi alone, slowest mode, 64^3: 0.998624 per sweep
  Jacobi sweeps to reduce that mode by 1e-10: 16725
Gaussian charge in a neutralizing background
  L = 10.0 bohr, sigma = 1.0 bohr, Q = 1.0 e
  background density: -0.001000 e/bohr^3
  continuum energy: 0.14651310 hartree = 3.98682 eV
  continuum potential at the centre: 0.52043800 hartree/e
  16^3: h = 0.62500 bohr, cycles 30, relative residual 5.0e-11
    energy 0.14938981 hartree, error 2.877e-03 hartree
    centre potential 0.53678584 hartree/e
    largest difference from direct solution 2.6e-12 hartree/e
  32^3: h = 0.31250 bohr, cycles 31, relative residual 9.5e-11
    energy 0.14722228 hartree, error 7.092e-04 hartree
    centre potential 0.52441300 hartree/e
    largest difference from direct solution 1.9e-12 hartree/e
  64^3: h = 0.15625 bohr, cycles 33, relative residual 5.1e-11
    energy 0.14668979 hartree, error 1.767e-04 hartree
    centre potential 0.52142507 hartree/e
    largest difference from direct solution 6.5e-13 hartree/e
  energy-error ratio, 32^3 to 64^3: 4.0138
  error/h^2: measured 0.007237, predicted 0.007229 hartree/bohr^2
Without projection, 32^3 grid
  residual stalls at the constant 0.01256637 hartree/(e bohr^2)
  mean potential grows per cycle by 0.02980306 hartree/e
  predicted growth per cycle: 0.02980306 hartree/e
  mean potential after 50 cycles: 1.490153 hartree/e
no test failed
```
